# Guiding Functions Need Not Equal Trial Functions in Diffusion Monte Carlo: test program

```python
"""
Result under test: diffusion Monte Carlo walkers may follow a nodeless guide G
while the energy is estimated with another function T:
    E = <w E_L> / <w>,   w = T/G,   E_L = (H T)/T.
Fermions need either absorption at the node of T (fixed node), with w = |T|/G,
or signed weights w(start) w(end) on walkers that cross nodes freely.
Variance per independent sample: <w^2 (E_L-E)^2> / <w>^2 (w = total weight).
Model: H = -1/2 d^2/dx^2 + x^2/2, x = (r1-r2)/sqrt(2), atomic units.
T = x exp(-a x^2/2), G = exp(-x^2/2); E_B, E_F = lowest even, odd energies.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import diags, identity
from scipy.sparse.linalg import splu

rng = np.random.default_rng(20417)
a = 1.2


def trial(x, a=a):
    return x * np.exp(-a * x**2 / 2)


def local_energy(x, a=a):
    return 1.5 * a + (1 - a**2) * x**2 / 2


def gauss(x):
    return np.exp(-x**2 / 2)


def weight(x, a=a):
    return x * np.exp(-(a - 1) * x**2 / 2)


def half_line(func):
    return quad(func, 0, 12, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


# Sinc-grid Hamiltonian: an independent source of energies and propagators
def sinc_hamiltonian(x, potential):
    h = x[1] - x[0]
    d = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / (6 * h**2),
                       (-1.0)**np.abs(d) / (h**2 * safe**2))
    return kinetic + np.diag(potential)


xg = 0.12 * np.arange(-70, 71)
levels, vectors = np.linalg.eigh(sinc_hamiltonian(xg, xg**2 / 2))
E_B, E_F = levels[:2]
assert abs(E_B - 0.5) < 1e-8 and abs(E_F - 1.5) < 1e-8
coef = vectors.T @ trial(xg)
E_var = np.sum(coef**2 * levels) / np.sum(coef**2)
# local energy from its definition, by finite differences
xt = np.array([0.4, 1.1, 2.0])
dh = 1e-3
second = (trial(xt + dh) - 2 * trial(xt) + trial(xt - dh)) / dh**2
assert np.allclose(-second / (2 * trial(xt)) + xt**2 / 2,
                   local_energy(xt), atol=1e-5)


# Fixed node: variance for any guide, from its defining integrals
def fixed_node_variance(guide, a):
    def phi(x):
        return x * np.exp(-x**2 / 2)
    norm = half_line(lambda x: guide(x) * phi(x))
    second_moment = half_line(lambda x: trial(x, a)**2 / guide(x) * phi(x)
                              * (local_energy(x, a) - 1.5)**2)
    return norm * second_moment / half_line(lambda x: trial(x, a) * phi(x))**2


def variance_same(a):
    # guide = |T|: the weight is one and the density is |T| phi
    def dens(x):
        return x**2 * np.exp(-(a + 1) * x**2 / 2)
    return half_line(lambda x: dens(x) * (local_energy(x, a) - 1.5)**2) \
        / half_line(dens)


def closed_nodeless(a):
    k = (a + 1) / 2
    return 4 * k**3 / np.pi * (a - 1)**2 * (
        9 / (4 * a**2) - 6 * k / a**3 + 6 * k**2 / a**4)


scan = {}
for aa in (1.1, 1.2, 1.5, 2.0):
    vg, vt = fixed_node_variance(gauss, aa), variance_same(aa)
    assert abs(vg / closed_nodeless(aa) - 1) < 1e-7
    assert abs(vt / (1.5 * (aa - 1)**2) - 1) < 1e-7
    scan[aa] = (vt, vg, vg / vt)
assert scan[1.2][2] > 1 > scan[2.0][2]
var_T, var_G, cost = scan[a]
mixed_norm = half_line(lambda x: x**2 * np.exp(-(a + 1) * x**2 / 2))
x_zero = np.sqrt(3 / (a + 1))


def abs_part(x):
    return x**2 * np.exp(-(a + 1) * x**2 / 2) * abs(local_energy(x) - 1.5)


bound = ((quad(abs_part, 0, x_zero)[0] + quad(abs_part, x_zero, 12)[0])
         / mixed_norm)**2
assert bound < min(var_T, var_G)

# Replicas of independent samples from the fixed-node density x exp(-x^2)
batches, size = 4000, 500
xs = np.sqrt(-np.log1p(-rng.random((batches, size))))
ws = weight(xs)
replica_E = (ws * local_energy(xs)).sum(1) / ws.sum(1)
var_replica = size * replica_E.var(ddof=1)
assert abs(var_replica / var_G - 1) < 0.12

# Actual fixed-node walkers with exact transition and absorption probabilities
n_walk, tau, n_equil, n_steps = 20000, 0.5, 40, 800
rho = np.exp(-tau)
s2 = (1 - rho**2) / 2
walkers = np.abs(rng.normal(size=n_walk)) + 0.1
numer, denom, survival = [], [], []
for step in range(n_equil + n_steps):
    mean = rho * walkers
    new = mean + np.sqrt(s2) * rng.normal(size=n_walk)
    p_cross = np.exp(np.minimum(0, -2 * new * mean / s2))
    alive = new[rng.random(n_walk) > p_cross]
    refill = alive[rng.integers(len(alive), size=n_walk - len(alive))]
    walkers = np.concatenate([alive, refill])
    if step >= n_equil:
        w = weight(walkers)
        numer.append(np.mean(w * local_energy(walkers)))
        denom.append(np.mean(w))
        survival.append(len(alive) / n_walk)
numer, denom = np.array(numer), np.array(denom)
E_dmc = numer.sum() / denom.sum()
block_E = numer.reshape(20, -1).sum(1) / denom.reshape(20, -1).sum(1)
err_dmc = block_E.std(ddof=1) / np.sqrt(20)
loss_dmc = -np.log(np.mean(survival)) / tau
assert abs(E_dmc - E_F) < 5 * err_dmc
assert abs(E_B + loss_dmc - E_F) < 0.004

# Second nodeless guide, with nonconstant local energy: stationary walker density
c, b = 0.5, 1.1


def guide2(x):
    return np.sqrt(x**2 + c**2) * np.exp(-b * x**2 / 2)


h = 0.005
x = h * np.arange(1, 1400)
drift = x / (x**2 + c**2) - b * x
drift_slope = (c**2 - x**2) / (x**2 + c**2)**2 - b
E_guide = -(drift_slope + drift**2) / 2 + x**2 / 2
n = len(x)
operator = diags([-0.5 / h**2 - drift[:-1] / (2 * h), 1 / h**2 + E_guide,
                  -0.5 / h**2 + drift[1:] / (2 * h)], [-1, 0, 1], format="csc")
solver = splu((operator - 1.4 * identity(n, format="csc")).tocsc())
f = x * np.exp(-x)
for _ in range(30):
    f = solver.solve(f)
    f /= f.sum() * h
w2 = trial(x) / guide2(x)
E_grid = np.sum(w2 * local_energy(x) * f) / np.sum(w2 * f)
guide_average = np.sum(E_guide * f) * h
loss_grid = 0.5 * (4 * f[0] - f[1]) / (2 * h)
assert abs(E_grid - E_F) < 1e-3
assert abs(guide_average + loss_grid - E_F) < 1e-3
expected_f = guide2(x) * x * np.exp(-x**2 / 2)
assert np.max(np.abs(f - expected_f / (expected_f.sum() * h))) < 1e-3
var_guide2 = fixed_node_variance(guide2, a)

# Wrong recipe: absolute weights on walkers that are never absorbed
E_wrong = half_line(lambda y: weight(y) * local_energy(y) * gauss(y)**2) \
    / half_line(lambda y: weight(y) * gauss(y)**2)
kink = -1 / (2 * half_line(lambda y: trial(y) * gauss(y)))
assert abs(E_wrong - (1 + a / 2)) < 1e-8
assert abs(E_wrong + kink - E_B) < 1e-8

# Free projection: exact pair averages by two-dimensional Gauss-Hermite quadrature
nodes, gh = np.polynomial.hermite.hermgauss(80)
weights2d = np.outer(gh, gh) / np.pi


def signed_moments(t):
    r = np.exp(-t)
    start = nodes[:, None]
    end = r * start + np.sqrt(1 - r**2) * nodes[None, :]
    w = weight(start) * weight(end)
    z = np.sum(weights2d * w)
    energy = np.sum(weights2d * w * local_energy(end)) / z
    var = np.sum(weights2d * w**2 * (local_energy(end) - energy)**2) / z**2
    return z, energy, var


table = {}
for t in (0.5, 1.0, 2.0, 4.0, 5.0, 6.0):
    z, energy, var = signed_moments(t)
    S = (a + 1)**2 - (a - 1)**2 * np.exp(-2 * t)
    damp = coef**2 * np.exp(-t * levels)
    assert abs(energy - np.sum(damp * levels) / np.sum(damp)) < 1e-7
    assert abs(energy - (1.5 + 3 * (a - 1)**2 * np.exp(-2 * t) / S)) < 1e-7
    assert abs(z / (4 * np.exp(-t) * S**-1.5) - 1) < 1e-7
    table[t] = (z, energy, var)
growth = np.log(table[6.0][2] / table[5.0][2])
assert abs(growth - 2 * (E_F - E_B)) < 1e-3

# Free signed walkers, sampled
signed_mc = {}
for t in (1.0, 2.0):
    n_batch, m = 400, 20000
    r = np.exp(-t)
    sums = np.empty((n_batch, 2))
    for i in range(n_batch):
        start = rng.normal(size=m) * np.sqrt(0.5)
        end = r * start + np.sqrt((1 - r**2) / 2) * rng.normal(size=m)
        w = weight(start) * weight(end)
        sums[i] = np.sum(w * local_energy(end)), np.sum(w)
    pooled = sums[:, 0].sum() / sums[:, 1].sum()
    var_mc = m * np.var(sums[:, 0] / sums[:, 1], ddof=1)
    error = np.sqrt(table[t][2] / (n_batch * m))
    assert abs(pooled - table[t][1]) < 5 * error
    assert abs(var_mc / table[t][2] - 1) < 0.3
    signed_mc[t] = (pooled, error, var_mc)

# Exponential cost in a quartic well, guide = its numerical even ground state
xq = 0.12 * np.arange(-30, 31)
eq, vq = np.linalg.eigh(sinc_hamiltonian(xq, xq**4 / 2))
ground = np.abs(vq[:, 0])
tq = trial(xq, 2.0)
elq = 3.0 - 2.0 * xq**2 + xq**4 / 2


def quartic_variance(t):
    kernel = (vq * np.exp(-t * (eq - eq[0]))) @ vq.T
    z = tq @ kernel @ tq
    energy = (tq * elq) @ kernel @ tq / z
    sq = tq**2 / ground
    return (sq * (elq - energy)**2) @ kernel @ sq / z**2


growth_q = np.log(quartic_variance(5.0) / quartic_variance(4.0))
gap_q = eq[1] - eq[0]
assert abs(growth_q - 2 * gap_q) < 5e-3

target = 1e-3
print(f"trial exponent a = {a:.1f} bohr^-2; trap frequency = 1 hartree")
print(f"E_B = {E_B:.6f}, E_F = {E_F:.6f} hartree")
print(f"variational energy of T = {E_var:.6f} hartree")
print("FIXED NODE, guide exp(-x^2/2)")
print(f"walkers {n_walk}, step {tau} a.u., measured steps {n_steps}")
print(f"walker energy = {E_dmc:.5f} +- {err_dmc:.5f} hartree")
print(f"absorption rate from walkers = {loss_dmc:.4f} hartree")
print(f"guide local energy + absorption = {E_B + loss_dmc:.4f} hartree")
print(f"variance, guide |T| = {var_T:.5f} hartree^2")
print(f"variance, nodeless guide = {var_G:.5f} hartree^2")
print(f"variance from replicas = {var_replica:.5f} hartree^2")
print(f"lower bound over guides = {bound:.5f} hartree^2")
print(f"cost ratio nodeless/|T| = {cost:.4f}")
print(f"samples for 1 mhartree: |T| {var_T / target**2:.0f}, "
      f"nodeless {var_G / target**2:.0f}")
print("a, variance |T|, variance nodeless (hartree^2), ratio:")
for aa, row in scan.items():
    print(f"  {aa:.1f}  {row[0]:.5f}  {row[1]:.5f}  {row[2]:.4f}")
print("SECOND GUIDE sqrt(x^2+c^2) exp(-b x^2/2)")
print(f"c = {c} bohr, b = {b} bohr^-2")
print(f"weighted energy = {E_grid:.5f} hartree")
print(f"mean guide local energy = {guide_average:.4f} hartree")
print(f"absorption rate = {loss_grid:.4f} hartree")
print(f"variance = {var_guide2:.5f} hartree^2, "
      f"ratio to |T| = {var_guide2 / var_T:.4f}")
print("NO ABSORPTION, absolute weights (wrong recipe)")
print(f"energy = {E_wrong:.4f}, omitted kink term = {kink:.4f} hartree")
print("FREE PROJECTION, signed weights")
print("t (a.u.), mean weight (bohr^2), E(t) (hartree), "
      "variance (hartree^2), samples for 1 mhartree:")
for t in (0.5, 1.0, 2.0, 4.0, 6.0):
    z, energy, var = table[t]
    print(f"  {t:.1f}  {z:.6f}  {energy:.6f}  {var:.5g}  {var / target**2:.3g}")
for t, row in signed_mc.items():
    print(f"sampled t={t:.0f}: E = {row[0]:.5f} +- {row[1]:.5f} hartree, "
          f"variance {row[2]:.4f} hartree^2")
print(f"log variance growth, t=5 to 6: {growth:.5f} (dimensionless)")
print(f"quartic well x^4/2: gap E_F-E_B = {gap_q:.5f} hartree")
print(f"quartic log variance growth, t=4 to 5: {growth_q:.5f}")
print("PASS")
```

Output:

```
trial exponent a = 1.2 bohr^-2; trap frequency = 1 hartree
E_B = 0.500000, E_F = 1.500000 hartree
variational energy of T = 1.525000 hartree
FIXED NODE, guide exp(-x^2/2)
walkers 20000, step 0.5 a.u., measured steps 800
walker energy = 1.49997 +- 0.00012 hartree
absorption rate from walkers = 0.9995 hartree
guide local energy + absorption = 1.4995 hartree
variance, guide |T| = 0.06000 hartree^2
variance, nodeless guide = 0.08434 hartree^2
variance from replicas = 0.08483 hartree^2
lower bound over guides = 0.03423 hartree^2
cost ratio nodeless/|T| = 1.4057
samples for 1 mhartree: |T| 60000, nodeless 84342
a, variance |T|, variance nodeless (hartree^2), ratio:
  1.1  0.01500  0.02424  1.6158
  1.2  0.06000  0.08434  1.4057
  1.5  0.37500  0.39144  1.0438
  2.0  1.50000  1.20858  0.8057
SECOND GUIDE sqrt(x^2+c^2) exp(-b x^2/2)
c = 0.5 bohr, b = 1.1 bohr^-2
weighted energy = 1.50000 hartree
mean guide local energy = 0.9888 hartree
absorption rate = 0.5112 hartree
variance = 0.05784 hartree^2, ratio to |T| = 0.9640
NO ABSORPTION, absolute weights (wrong recipe)
energy = 1.6000, omitted kink term = -1.1000 hartree
FREE PROJECTION, signed weights
t (a.u.), mean weight (bohr^2), E(t) (hartree), variance (hartree^2), samples for 1 mhartree:
  0.5  0.228891  1.509149  0.29101  2.91e+05
  1.0  0.138429  1.503359  0.54749  5.47e+05
  2.0  0.050851  1.500454  3.024  3.02e+06
  4.0  0.006880  1.500008  156.16  1.56e+08
  6.0  0.000931  1.500000  8516.9  8.52e+09
sampled t=1: E = 1.50353 +- 0.00026 hartree, variance 0.4903 hartree^2
sampled t=2: E = 1.49974 +- 0.00061 hartree, variance 2.7579 hartree^2
log variance growth, t=5 to 6: 1.99987 (dimensionless)
quartic well x^4/2: gap E_F-E_B = 1.36966 hartree
quartic log variance growth, t=4 to 5: 2.73931
PASS
```
